# Inelastic cotunnelling through metallic islands and few-level dots, part 2

Electrons cross a dot between leads L and R by cotunnelling, with charged states visited only virtually. We seek its conductance when the bias can excite it, and the link to a metallic island.

Here $e>0$, $\mu_L=eV/2$, $\mu_R=-eV/2$, and $I$ is positive for electrons moving from L to R. Adding or removing an electron costs $E_+$ or $E_-$. For an island with junction conductances $G_i$, the current and forward rate are

$$ I = \frac{\hbar G_L G_R}{12\pi e^2}\, S^2\, V \left[ (eV)^2 + (2\pi kT)^2 \right], \qquad S = \frac{1}{E_+} + \frac{1}{E_-} . \tag{1} $$

$$ \Gamma_{\rightarrow} = \frac{2\pi}{\hbar} K_L K_R S^2 J(eV) = \frac{\hbar G_L G_R}{2\pi e^4}\, S^2 J(eV) , \qquad J(w) = \int_{-\infty}^{\infty} dx\, F(x) F(w-x) . \tag{8} $$

Here $K_i=2|t_i|^2D_i/d$, with tunnelling amplitude $t_i$, lead density of states $D_i$ and island level spacing $d$, both per spin. With $f$ the Fermi function,

$$ F(x) = \int d\varepsilon\, f(\varepsilon)[1-f(\varepsilon+x)] = \frac{x}{1-e^{-x/kT}} , \qquad F(x)-F(-x)=x , \tag{13} $$

The spinless dot holds one electron, in orbital $g$ or $x$, with $\varepsilon_x=\varepsilon_g+\Delta$; double occupation costs an additional $U$. Orbital $n$ couples to lead $a$ by a real amplitude $t_{an}$, with width $\Gamma_{an}=2\pi D_a t_{an}^2$. The operators $c_l$, $c_r$ and $d_n$ remove electrons from state $l$ in L, $r$ in R and orbital $n$. Exciting the dot while transferring an electron from L to R has the amplitude

$$ A_{\rm in} = -t_{Lx} t_{Rg} \left[ \frac{1}{\varepsilon_x+U-\varepsilon_l} + \frac{1}{\varepsilon_r-\varepsilon_g} \right] . \tag{15} $$

At the centre of the energy range, with $\bar\varepsilon=(\varepsilon_g+\varepsilon_x)/2$,

$$ E_+ = \varepsilon_x+U-\frac{\Delta}{2} = \bar\varepsilon+U , \qquad E_- = -\frac{\Delta}{2}-\varepsilon_g = -\bar\varepsilon . \tag{16} $$

The rate coefficient is

$$ \frac{2\pi}{\hbar}\, t_{Lx}^2 t_{Rg}^2 D_L D_R\, S^2 = \frac{2\pi}{\hbar}\, \frac{\Gamma_{Lx}\Gamma_{Rg}}{4\pi^2}\, S^2 = \frac{1}{h}\, \Gamma_{Lx}\Gamma_{Rg}\, S^2 = \frac{G_{\rm in}}{e^2} . \tag{17} $$

With fast relaxation to $g$, at $T=0$ and $V>0$,

$$ I = G_{gg} V + \frac{G_{\rm in}}{e} (eV-\Delta)\, \theta(eV-\Delta) , \qquad G_{\rm in} = \frac{e^2}{h}\, \Gamma_{Lx}\Gamma_{Rg}\, S^2 . \tag{14} $$

### Elastic amplitudes and their sign

In elastic cotunnelling the dot ends in the state in which it began. Suppose that this state is $g$. The electron from L can pass through the empty orbital $x$, or the electron in $g$ can leave and be replaced. The two operator products are

$$ c_r^\dagger d_x\, d_x^\dagger c_l = c_r^\dagger c_l\, d_x d_x^\dagger , \qquad d_g^\dagger c_l\, c_r^\dagger d_g = - c_r^\dagger c_l\, d_g^\dagger d_g . $$

The first involves moving $c_l$ through two operators, which gives no sign. The second requires one exchange of $c_l$ with $c_r^\dagger$, which gives a minus sign. Evaluated at the centre of the bias window, $\varepsilon_l=\varepsilon_r=0$, the amplitudes for the two dot states are

$$ A_{gg} = \frac{t_{Lg}t_{Rg}}{-\varepsilon_g} - \frac{t_{Lx}t_{Rx}}{\varepsilon_x+U} , \qquad A_{xx} = \frac{t_{Lx}t_{Rx}}{-\varepsilon_x} - \frac{t_{Lg}t_{Rg}}{\varepsilon_g+U} . \tag{18} $$

Each conductance is $(2\pi e^2/\hbar)|A|^2D_LD_R$. Let $s_n=\pm1$ be the sign of $t_{Ln}t_{Rn}$. For the ground state,

$$ G_{gg} = \frac{e^2}{h} \left[ \frac{s_g\sqrt{\Gamma_{Lg}\Gamma_{Rg}}}{-\varepsilon_g} - \frac{s_x\sqrt{\Gamma_{Lx}\Gamma_{Rx}}}{\varepsilon_x+U} \right]^2 , \tag{19} $$

and $G_{xx}$ follows from $A_{xx}$ in the same way. If the orbitals have opposite parity between the leads, $s_g=-s_x$ and the two paths reinforce each other. If the parity is the same, they cancel in part, and completely at the level position where the two terms of (19) are equal in size. The coefficient $G_{\rm in}$ contains only squared couplings and does not depend on these signs. The same holds for the step height with fast relaxation; without relaxation the step also involves $G_{xx}-G_{gg}$, as shown below, and so depends on them. The elastic sign was tested by the same exact diagonalization as the inelastic one: half the avoided crossing agreed with $|A_{gg}|$ to 0.12%.

### Thermal shape of the step

With fast relaxation and $kT\ll\Delta$, the dot is in $g$ before nearly every event. Subtracting the events from R to L gives

$$ I = G_{gg}V + \frac{G_{\rm in}}{e} \left[ F(eV-\Delta) - F(-eV-\Delta) \right] , $$

$$ \frac{dI}{dV} = G_{gg} + G_{\rm in} \left[ F'(eV-\Delta) + F'(-eV-\Delta) \right] . \tag{20} $$

This form assumes $\Gamma_{Ln}=\Gamma_{Rn}$. For unequal couplings the second term has its own coefficient, with $\Gamma_{Rx}\Gamma_{Lg}$ in place of $\Gamma_{Lx}\Gamma_{Rg}$. That coefficient also sets the height of the step at negative bias. At positive bias near the threshold the second term is exponentially small.

Differentiating $F(y)-F(-y)=y$ gives $F'(y)+F'(-y)=1$, and hence $F'(0)=1/2$. The midpoint of the thermally rounded step (20) therefore lies at $eV=\Delta$, up to exponentially small terms. Here $\Delta$ must be read as the excitation energy including the level shifts caused by tunnelling. An electron can leave the dot or enter it virtually and return, which lowers each dot state at first order in the widths. For a wide flat band and a Fermi level at zero, lead $a$ lowers the state $g$ by $(\Gamma_{ag}/2\pi)\ln[W/(-\varepsilon_g)]+(\Gamma_{ax}/2\pi)\ln[W/(\varepsilon_x+U)]$, with $W$ the band half-width, and the state $x$ by the same expression with $g$ and $x$ exchanged. The bandwidth drops out of the difference, and the excitation energy changes by $\sum_a \left\{ (\Gamma_{ag}/2\pi)\ln[(\varepsilon_g+U)/(-\varepsilon_g)] + (\Gamma_{ax}/2\pi)\ln[(-\varepsilon_x)/(\varepsilon_x+U)] \right\}$. For the example below this is $(0.15/\pi)\ln(2.25/2.75)$ meV $\simeq -9.6\ \mu$eV, a fifth of the thermal width, so the numbers near threshold refer to the shifted $\Delta$.

For the width, put $z=y/kT$ and use $F=\tfrac12 y+\tfrac12 y\coth(z/2)$. The linear term has no second derivative. For the other,

$$ \frac{d}{dz}\left[ \frac{z}{2}\coth\frac{z}{2} \right] = \frac12\coth\frac{z}{2} - \frac{z}{4\sinh^2(z/2)} , $$

and a further differentiation gives

$$ kT\, F''(y) = \frac{(z/2)\coth(z/2)-1}{2\sinh^2(z/2)} . \tag{21} $$

Since $(z/2)\coth(z/2)\simeq1+z^2/12$ at small $z$, the peak value is $1/6$. The full width at half this height, found numerically, is $5.44\,kT$. This is the thermal width of the peak in $d^2I/dV^2$.

### Populations without fast relaxation

Above threshold, cotunnelling itself populates $x$. For $\Gamma_{Ln}=\Gamma_{Rn}$, and with the constant denominators (16), all inelastic transitions have the same coefficient $G_{\rm in}/e^2$. For events within one lead the centre of the energy range is shifted by $\pm eV/2$; the shifts in L and R are opposite, so their linear effects on the summed rates cancel. An event may start and end at the same lead. It then carries no current but can change the dot state. Adding the four choices of initial and final lead,

$$ W_\uparrow = \frac{G_{\rm in}}{e^2} \left[ F(eV-\Delta)+F(-eV-\Delta)+2F(-\Delta) \right] , $$

$$ W_\downarrow = \frac{G_{\rm in}}{e^2} \left[ F(eV+\Delta)+F(-eV+\Delta)+2F(\Delta) \right] . \tag{22} $$

Let $\gamma$ be an additional relaxation rate caused by a thermal environment, with the excitation rate $\gamma e^{-\Delta/kT}$. In the steady state, upward and downward transitions balance, so

$$ P_x = \frac{W_\uparrow+\gamma e^{-\Delta/kT}}{W_\uparrow+W_\downarrow+\gamma(1+e^{-\Delta/kT})} , \qquad P_g=1-P_x . \tag{23} $$

The current is the population-weighted sum

$$ \begin{aligned} eI ={}& P_g\left\{ G_{gg}\,eV + G_{\rm in}[F(eV-\Delta)-F(-eV-\Delta)] \right\} \\ &+ P_x\left\{ G_{xx}\,eV + G_{\rm in}[F(eV+\Delta)-F(-eV+\Delta)] \right\} . \end{aligned} \tag{24} $$

Now set $\gamma=0$ and $T=0$. For $0<eV<\Delta$ the excitation rate vanishes and $P_x=0$. For $eV>\Delta$ the brackets in (22) are $eV-\Delta$ and $eV+3\Delta$, so

$$ P_x = \frac{eV-\Delta}{2(eV+\Delta)} . \tag{25} $$

In (24) the inelastic contribution is $eV-\Delta$ from $g$ and $eV+\Delta$ from $x$. Their difference is $2\Delta$. With $\delta G=G_{xx}-G_{gg}$,

$$ eI = G_{gg}\,eV + G_{\rm in}(eV-\Delta) + P_x\left( \delta G\,eV + 2G_{\rm in}\Delta \right) . $$

Let $a=eV/\Delta$. Then $P_x=(a-1)/[2(a+1)]$ and $dP_x/da=1/(a+1)^2$. The product rule gives

$$ \frac{dI}{dV} = G_{gg}+G_{\rm in} + \delta G\,\frac{a-1}{2(a+1)} + \frac{\delta G\,a+2G_{\rm in}}{(a+1)^2} . $$

The two terms in $\delta G$ have the common numerator $(a^2-1)+2a=(a+1)^2-2$ over $2(a+1)^2$. Hence

$$ \frac{dI}{dV} = G_{gg}+G_{\rm in}+\frac{\delta G}{2} + \frac{2G_{\rm in}-\delta G}{(a+1)^2} , \qquad a>1 . \tag{26} $$

At $a=1$ the last term is $G_{\rm in}/2-\delta G/4$, and the jump from $G_{gg}$ is

$$ \frac{3}{2}G_{\rm in} + \frac{G_{xx}-G_{gg}}{4} . \tag{27} $$

The additional $G_{\rm in}/2$ arises because an excited dot can return its energy $\Delta$ to a crossing electron, which increases the inelastic current. When $2G_{\rm in}>\delta G$, equation (26) falls with bias above threshold, so with constant denominators the step is followed by a decreasing conductance instead of a plateau. The energy dependence of the denominators, treated below, raises the conductance with bias in the example and offsets part of this fall. One-sided differences of the current (24) confirmed (27), and with a large $\gamma$ they gave the jump $G_{\rm in}$ of (14).

Which regime applies depends on $\gamma$ compared with $W_\downarrow$, which is close to $4G_{\rm in}\Delta/e^2$ at threshold. For intermediate $\gamma$, (23) and (24) should be evaluated directly.

### Numbers for a dot

Take $\Delta=0.50$ meV, $U=5.0$ meV, $\varepsilon_g=-2.75$ meV and $\varepsilon_x=-2.25$ meV. Equation (16) gives $E_+=E_-=2.5$ meV and $S=0.80$ meV$^{-1}$. The widths per lead are 0.05 meV for $g$ and 0.10 meV for $x$, and the orbitals have opposite parity. In units of $10^{-3}e^2/h$,

$$ G_{\rm in} = 10^3 \times 0.10\times0.05\times0.80^2 = 3.20 , $$

$$ G_{gg} = 10^3\left( \frac{0.05}{2.75}+\frac{0.10}{2.75} \right)^2 = 2.98 , \qquad G_{xx} = 10^3\left( \frac{0.10}{2.25}+\frac{0.05}{2.25} \right)^2 = 4.44 . $$

The jump without relaxation is $1.5\times3.20+(4.44-2.98)/4=5.17$, about 1.6 times the jump with fast relaxation. At $T=0.10$ K the differential conductance, in the same units, is:

| $eV$ (meV) | fast relaxation | no relaxation |
|---|---|---|
| 0.25 | 2.98 | 2.98 |
| 0.50 | 4.58 | 5.55 |
| 0.55 | 6.13 | 7.96 |
| 0.75 | 6.18 | 7.70 |
| 1.00 | 6.18 | 7.46 |

With fast relaxation the value at $eV=\Delta$ is $2.98+3.20/2=4.58$, the midpoint of the step. Without relaxation the constant-denominator conductance falls between 0.55 and 1.00 meV, as (26) predicts. At $a=2$ that equation gives

$$ 2.98+3.20+\frac{1.47}{2}+\frac{6.40-1.47}{9} \simeq 7.46 , $$

in agreement with the table. The excited population at this bias is $1/6$ at $T=0$.

The thermal step width is $47\ \mu$eV. At threshold, cotunnelling empties the excited state at a rate which, multiplied by $\hbar$, is $1.0\ \mu$eV. Elastic events also dephase the transition, because $A_{gg}$ and $A_{xx}$ differ, here even in sign. Their rate is half the golden-rule rate formed with $|A_{gg}-A_{xx}|^2$, which multiplied by $\hbar$ is $0.6\ \mu$eV at threshold. The full width is the decay term plus twice this value, about $2.2\ \mu$eV or 5% of the thermal width, so without other relaxation this broadening can be neglected here. The fast-relaxation results require in addition that $\hbar\gamma$ is well below the thermal width, although $\gamma$ is well above $W_\downarrow$. At much lower temperature the thermal width would no longer dominate, and (20) would give too sharp a step.

### Accuracy of constant denominators

For $E_+=E_-=E$, let $u=\varepsilon_l-\Delta/2$. The squared bracket in (15) is again $S^2(1+2u^2/E^2)$ to second order. At $T=0$ all energies in the window have equal weight, and $|u|<(eV-\Delta)/2$. The mean of $u^2$ is therefore $(eV-\Delta)^2/12$, and the relative correction to the inelastic current is

$$ \frac{(eV-\Delta)^2}{6E^2} . \tag{28} $$

At $eV=2\Delta$ in the example this is $0.25/(6\times6.25)=0.67\%$, which agrees with numerical integration of the full expression. The correction to the inelastic part of $dI/dV$ is three times as large, because the correction to the current grows as the cube of $eV-\Delta$. The elastic part changes too. For an electron of energy $\varepsilon$ the costs in $A_{gg}$ are $\varepsilon-\varepsilon_g$ and $\varepsilon_x+U-\varepsilon$, and at $T=0$ the elastic $dI/dV$ is the mean of the resulting conductances at $\varepsilon=\pm eV/2$. At $eV=1.00$ meV this is

$$ \frac{10^3}{2}\left[ \left(\frac{0.05}{3.25}+\frac{0.10}{2.25}\right)^2 + \left(\frac{0.05}{2.25}+\frac{0.10}{3.25}\right)^2 \right] \simeq 3.19 $$

instead of 2.98, an increase of 7%. The last two digits in the table thus describe the constant-denominator model, not the full second-order result. These corrections are comparable with the fall of 0.5 in the no-relaxation column: with energy-dependent denominators in all rates, the conductance there drops only from about 8.0 at 0.55 meV to about 7.8 at 0.85 meV and is nearly flat from there to 1.00 meV.

The treatment fails when a charged state becomes accessible in a real transition. From the ground state this requires $eV/2$ to approach $\varepsilon_x+U$ or $-\varepsilon_g$. From the excited state the smaller costs $-\varepsilon_x$ and $\varepsilon_g+U$ apply. In the example these are 2.25 meV, well above the largest $eV/2=0.50$ meV.

### From steps to the metallic law

The metallic current is a superposition of such steps. For an island with level spacing $d$ per spin, let every level have widths $\Gamma_L$ and $\Gamma_R$. An electron-hole pair of energy $\Delta$ contributes a forward current $(e/h)\Gamma_L\Gamma_RS^2F(eV-\Delta)$. The number of pairs per unit energy, weighted by the island occupations, is $F(\Delta)/d^2$ for each of the four spin combinations. Hence

$$ I_\rightarrow = \frac{4e}{h}\, \frac{\Gamma_L\Gamma_R}{d^2}\, S^2 \int d\Delta\, F(\Delta)F(eV-\Delta) = \frac{4e}{h}\, \frac{\Gamma_L\Gamma_R}{d^2}\, S^2 J(eV) . \tag{29} $$

The junction conductance in these terms is $G_i=2e^2\Gamma_i/(\hbar d)$, because $K_i=2t_i^2D_i/d=\Gamma_i/(\pi d)$ and $G_i=2\pi e^2K_i/\hbar$. Substituting $\Gamma_i=\hbar d\,G_i/(2e^2)$ turns the coefficient into $\hbar G_LG_RS^2/(2\pi e^3)$, which is $e$ times the coefficient of the metallic rate (8).

At $T=0$ a bias $V$ has passed all thresholds with $\Delta<eV$. Their number grows as $\int_0^{eV}\Delta\,d\Delta=(eV)^2/2$, which is the quadratic differential conductance of the island. Individual steps remain visible when the spacing between excitation energies exceeds both the thermal width $5.4\,kT$ and the lifetime broadening.

### Notes for implementation

The function $F$ should be evaluated with a routine for $e^y-1$ that stays accurate at small $y$. At $y=0$ its value is $kT$, and for large negative $x/kT$ it can be set to zero before the exponential overflows. With energies in meV and widths in meV, (19) and (17) give conductances directly in units of $e^2/h$. The rates in (22) then come out in meV$/h$, and $\gamma$ must be given in the same unit. In (1), the bracket and $S^2$ may both use meV, but the separate factor $V$ must be in volts if the current is wanted in amperes.

For unequal left and right couplings, each term of (22) and (24) needs its own coefficient. A transition from $g$ to $x$ that takes an electron from lead $a$ to lead $b$ has $(e^2/h)\Gamma_{ax}\Gamma_{bg}S^2$, and the reverse transition from $x$ to $g$ has $(e^2/h)\Gamma_{ag}\Gamma_{bx}S^2$. The numerical output lists the parameters of both examples and the constant-denominator values; the conductances quoted for energy-dependent denominators are not part of it.

## Values computed for the example and the checks

```
TESTS
inelastic amplitude, exact/formula: 0.99929
elastic amplitude, exact/formula: 1.00123
metallic law, largest relative error: 4.8e-11
random-phase elastic, sampled/law: 0.997
METALLIC ISLAND
G_L = G_R = 4.0 microsiemens
G_L/(e^2/h) = 0.1033
E_+ = E_- = 0.50 meV; S = 4.00 /meV
T = 0.10 K; kT = 0.008617 meV
crossover 2 pi kT = 0.05414 meV
prefactor I/(V[...]) = 27.8974 nS/meV^2
zero-bias inelastic conductance = 81.78 pS
eV = 0.02 meV: I = 1.859 fA, dI/dV = 115.3 pS
eV = 0.05 meV: I = 7.576 fA, dI/dV = 291.0 pS
eV = 0.10 meV: I = 36.076 fA, dI/dV = 918.7 pS
T=0 full/leading current at 0.10 meV = 1.00403
island level spacing = 10.0 neV
elastic conductance = 0.2092 pS
elastic/inelastic at zero bias = 0.00256
sequential bound at 0.10 meV = 7.54e-32 A
FEW-LEVEL DOT (conductances in 0.001 e^2/h)
Delta = 0.50 meV; U = 5.00 meV
levels g, x = -2.75, -2.25 meV
widths g, x per lead = 0.05, 0.10 meV
S = 0.800 /meV
G_in = 3.2000
G_gg = 2.9752; G_xx = 4.4444
T=0 jump, fast relaxation = 3.2000
T=0 jump, no relaxation = 5.1673
T=0 excited population at eV=2 Delta = 0.16667
dI/dV at T = 0.10 K:
eV = 0.25 meV: fast 2.9752, no relaxation 2.9752
eV = 0.45 meV: fast 3.0219, no relaxation 3.0484
eV = 0.50 meV: fast 4.5752, no relaxation 5.5485
eV = 0.55 meV: fast 6.1285, no relaxation 7.9560
eV = 0.75 meV: fast 6.1752, no relaxation 7.6987
eV = 1.00 meV: fast 6.1752, no relaxation 7.4577
step width (FWHM of derivative) = 5.439 kT
step width = 46.87 microeV
hbar x decay rate of x at eV=Delta = 1.023 microeV
T=0 full/constant-denominator at 2 Delta = 1.00673
```
